# Photocount statistics from normally ordered detection: coherent and thermal light, part 1

(Sections cited here and not found follow in the second part.)

## 1. From absorption to the count distribution

Suppose a calculation of light emitted or scattered by a source has given a mean photon flux, and hence a mean number of counts $m$ in a counting window. To predict how often the detector stays silent, or how many windows are needed for a given precision, one must then choose a distribution with that mean. The choice matters. For $m=2$, a Poisson law gives probability 0.135 for no count and variance 2, while a Bose-Einstein law gives 0.333 and 6. The mean flux cannot decide between them. What decides is the set of higher correlations of the field, in the operator order that absorption selects.

### The beam and its operators

Consider a travelling beam with one polarisation and one spatial mode, whose bandwidth is small compared with its central frequency $\omega_0$. Let $b(t)$ annihilate a photon that reaches the detector at time $t$. With $\hbar=1$ and frequency modes $a(\omega)$ obeying $[a(\omega),a^\dagger(\omega')]=\delta(\omega-\omega')$,

$$b(t)=\frac{1}{\sqrt{2\pi}}\int d\omega\,a(\omega)e^{-i\omega t},\qquad [b(t),b^\dagger(t')]=\delta(t-t'). \tag{1}$$

The commutator follows from $\int d\omega\,e^{-i\omega(t-t')}=2\pi\delta(t-t')$. The integral is extended over all frequencies, which is harmless for a narrow band because the added modes are empty. In the same approximation the positive-frequency electric field is a constant times $b(t)$. The operator $b^\dagger(t)b(t)$ is the photon flux, in photons per unit time. Two annihilation operators of the free field commute at any pair of times, $[b(t),b(t')]=0$.

Colons denote normal ordering: inside them every $b^\dagger$ is moved to the left of every $b$, and no commutator terms are kept.

### One absorbing atom

An atom starts in its ground state $|g\rangle$ and can be ionized into states $|f\rangle$ that lie $\omega_f$ above it. In the interaction picture, keeping the resonant terms,

$$V(t)=\kappa\sum_f\left[\,|f\rangle\langle g|\,b(t)e^{i\omega_f t}+\text{h.c.}\right]. \tag{2}$$

The coupling $\kappa$ is taken equal for all final states, and their spacing is a constant $\delta_f$. Let $|\Phi\rangle$ be the initial field state. To first order in $\kappa$, the field state that accompanies the atomic state $f$ at time $T$ is

$$|\Phi_f\rangle=-i\kappa\int_0^T dt\,e^{i\omega_f t}\,b(t)|\Phi\rangle .$$

The detector registers that the atom is ionized, whatever $f$ and whatever the final field. The probability is therefore the sum of the squared norms:

$$p=\sum_f\langle\Phi_f|\Phi_f\rangle=\kappa^2\int_0^T\!\!dt\int_0^T\!\!dt'\,\Big[\sum_f e^{i\omega_f(t-t')}\Big]\langle b^\dagger(t')b(t)\rangle .$$

If the continuum contains the band of the light and is much wider than both that band and $1/T$, and $T$ is shorter than $2\pi/\delta_f$, the sum may be replaced by an integral, $\sum_f\to\delta_f^{-1}\int d\omega_f$, and the bracket becomes $(2\pi/\delta_f)\,\delta(t-t')$. Hence

$$p=\varepsilon_a\int_0^T dt\,\langle b^\dagger(t)b(t)\rangle,\qquad \varepsilon_a=\frac{2\pi\kappa^2}{\delta_f},\qquad p\ll1. \tag{3}$$

The flat continuum makes the response local in time: interference between absorption at different times disappears from the total. The order $b^\dagger b$ has a plain origin. Absorption applies $b$ to the field state, and the squared norm puts $b^\dagger$ on the left. In the vacuum $b|\Phi\rangle=0$, so the atom does not respond to vacuum fluctuations.

Equation (3) was tested with a prescribed classical pulse, for which $\langle b^\dagger b\rangle$ becomes the pulse intensity, by solving the Schrödinger equation for one atom and a band of final states. At the end of the pulse the ionized fraction is 0.02225 and the rate integral is 0.02250. At half the pulse the values are 0.01116 and 0.01125. The differences are about one per cent of the rate integral $r$. Equation (3) ignores the emptying of the ground state; multiplying the rate by the survival probability $1-p$ gives $p=1-e^{-r}$, which is 0.02225 at the end of the pulse and 0.01119 at half the pulse. The remaining 0.00003 at half the pulse comes from the finite band. While the field is at its peak, a state detuned by a large $\Delta$ would hold probability $\kappa^2/\Delta^2$. In the units of the program, with $\kappa^2=0.02/2\pi$, unit spacing and band edges at $\pm200$, the omitted states would together hold about $2\kappa^2/200\approx0.00003$. At the end of the pulse the field vanishes and so does this term.

### Several atoms

Now let two atoms, each with its own continuum, share the beam, with $t$ for each atom measured along the passing beam. The part of the second-order amplitude in which both are ionized contains two time orders: atom 1 acts before atom 2, or after it. Operators of different atoms commute, and so do $b(t_1)$ and $b(t_2)$. The two ordered integrals therefore have the same integrand and together fill the square $0<t_1,t_2<T$:

$$|\Phi_{f_1f_2}\rangle=(-i\kappa)^2\int_0^T\!\!dt_1\int_0^T\!\!dt_2\,e^{i\omega_{f_1}t_1+i\omega_{f_2}t_2}\,b(t_2)b(t_1)|\Phi\rangle .$$

Summing the squared norm over $f_1$ and $f_2$ gives one delta function per atom, as before. For $k$ atoms the same argument fills a $k$-dimensional cube, and the probability that all are ionized is

$$p_k=\varepsilon_a^k\int_0^T\!\!dt_1\cdots\int_0^T\!\!dt_k\,G^{(k)}(t_1,\dots,t_k), \tag{4}$$

$$G^{(k)}=\langle b^\dagger(t_1)\cdots b^\dagger(t_k)\,b(t_k)\cdots b(t_1)\rangle . \tag{5}$$

If the coupling of atom $i$ is switched off at its own time $T_i$, the upper limits in (4) become $T_i$. Differentiating once with respect to each $T_i$ shows that $\varepsilon_a^kG^{(k)}$ is the joint probability density for absorptions at the stated times.

### Depletion of the beam

Equation (4) is of leading order in each atom. A good detector contains many atoms, and those in front weaken the light that reaches those behind. Adding the atomic probabilities could then give a total above one for a single incident photon. To include depletion, divide the detector into $L$ thin layers, each absorbing a fraction $\varepsilon$ of the flux that reaches it. Each layer holds so many atoms that few of them are excited. It then responds linearly, and its excitations can be treated as bosons.

Let $b_j$ be the amplitude entering layer $j$, with $b_1=b$. The transmitted amplitude $b_{j+1}$ and the absorbed amplitude $c_j$ are

$$b_{j+1}=\sqrt{1-\varepsilon}\,b_j+\sqrt{\varepsilon}\,v_j,\qquad c_j=\sqrt{\varepsilon}\,b_j-\sqrt{1-\varepsilon}\,v_j . \tag{6}$$

Here $v_j(t)$ belongs to the initially empty absorber, commutes with $b$ and $b^\dagger$, and obeys the same commutator as $b$. Without it the commutator of $b_{j+1}$ would be $(1-\varepsilon)\delta(t-t')$ and quantum mechanics would be violated; with it the factor is $(1-\varepsilon)+\varepsilon=1$. The minus sign makes the transmitted and absorbed amplitudes separate, commuting modes (their counts may still be statistically correlated), since $[b_{j+1}(t),c_j^\dagger(t')]$ has the factor $\sqrt{\varepsilon(1-\varepsilon)}-\sqrt{\varepsilon(1-\varepsilon)}=0$.

Each layer multiplies the part proportional to $b$ by $\sqrt{1-\varepsilon}$. After $j-1$ layers, therefore,

$$c_j=\sqrt{\eta_j}\,b+(\text{terms in }v_1,\dots,v_j),\qquad \eta_j=\varepsilon(1-\varepsilon)^{j-1}. \tag{7}$$

Consider absorptions in $k$ different small cells, each cell being one layer and one short time interval. Their joint density is the mean of the product of the operators $c_j^\dagger c_j$. Operators of different cells commute, so this product can be put in normal order without extra terms. Every $v$ then stands among annihilation operators, can be moved to the far right, and gives zero on the empty absorber. Its adjoint gives zero on the left. What remains is $\eta_{j_1}\cdots\eta_{j_k}G^{(k)}$. The detector reports the times and not the layers, so each layer index is summed:

$$w_k(t_1,\dots,t_k)=\eta^kG^{(k)}(t_1,\dots,t_k),\qquad \eta=\sum_{j=1}^{L}\varepsilon(1-\varepsilon)^{j-1}=1-(1-\varepsilon)^L . \tag{8}$$

The geometric sum shows that $0\le\eta\le1$. For $L\varepsilon\ll1$ it reduces to $\eta\approx L\varepsilon$, the sum of independent weak absorbers contained in (4). Depletion thus leaves the form of the correlation unchanged and enters through the efficiency. Losses in front of the detector act in the same way and can be included in $\eta$.

### From coincidences to factorial moments

Let $n$ be the number of counts in $[0,T]$. Assume that each absorption gives one count, with no dark counts and no dead time. Divide the window into intervals $dt$ so short that interval $i$ holds $n_i=0$ or $1$ counts. Then $n=\sum_in_i$. The number of ordered choices of $k$ different counts is

$$n(n-1)\cdots(n-k+1)=\sum_{i_1,\dots,i_k\ \text{all different}}n_{i_1}\cdots n_{i_k}.$$

The mean of one term on the right is $w_k\,dt_1\cdots dt_k$. Coinciding intervals have vanishing total weight as $dt\to0$ when $w_k$ is finite. Define the operator

$$\Omega=\eta N,\qquad N=\int_0^T b^\dagger(t)b(t)\,dt . \tag{9}$$

By (5) and (8), the factorial moments are

$$F_k=\langle n(n-1)\cdots(n-k+1)\rangle=\int_0^T\!\!dt_1\cdots\int_0^T\!\!dt_k\,w_k=\langle:\Omega^k:\rangle . \tag{10}$$

### Mandel's formula

Take first a field whose photon number has an upper limit, so that all sums are finite. The binomial theorem gives

$$(1-s)^n=\sum_k\frac{(-s)^k}{k!}\,n(n-1)\cdots(n-k+1).$$

Averaging over $n$ and using (10) yields the generating function

$$Q(s)=\sum_nP_n(1-s)^n=\sum_k\frac{(-s)^k}{k!}\langle:\Omega^k:\rangle=\langle:e^{-s\Omega}:\rangle . \tag{11}$$

Differentiate $n$ times and set $s=1$. In the sum over probabilities, powers of $1-s$ below $n$ are removed by the derivatives and higher ones vanish at $s=1$. The term with power $n$ gives $(-1)^nn!\,P_n$. In the operator expression the derivatives give $(-\Omega)^n$ inside the colons. The signs cancel, and

$$P_n=\frac{(-1)^n}{n!}\frac{d^nQ}{ds^n}\bigg|_{s=1}=\left\langle:\frac{\Omega^n}{n!}e^{-\Omega}:\right\rangle . \tag{12}$$

This is Mandel's photocount formula. It looks like a Poisson law with a random mean, but $\Omega$ is an operator and the colons are part of the statement.

### What the ordered exponential means

Write $:N^k:=h_k(N)$, with $h_0=1$. Adding one more pair of operators on the outside gives

$$:N^{k+1}:=\int_0^Tdt\,b^\dagger(t)\,h_k(N)\,b(t).$$

Since $b(t)$ removes one photon from the window, $N\,b(t)=b(t)(N-1)$, and therefore $h_k(N)b(t)=b(t)h_k(N-1)$. The integral becomes $N\,h_k(N-1)$. Starting from $h_0=1$, this recursion gives $h_k(N)=N(N-1)\cdots(N-k+1)$, so that

$$:e^{-s\eta N}:=\sum_k\binom{N}{k}(-s\eta)^k=(1-s\eta)^N . \tag{13}$$

Now write $1-s\eta=(1-\eta)+\eta(1-s)$ and expand in powers of $1-s$. If $p_N$ is the probability of $N$ photons in the window, comparison with (11) gives

$$P_n=\sum_{N\ge n}p_N\binom{N}{n}\eta^n(1-\eta)^{N-n}. \tag{14}$$

Each photon is counted with probability $\eta$, independently of the others. For $0\le\eta\le1$ the weights multiplying $p_N$ lie between 0 and 1, so (14) converges for every photon distribution. It therefore gives (12) its meaning for fields without an upper limit on $N$, even where the moment series diverges.

Two small cases show what the conditions do. For one photon and $\eta=1$, (12) gives $P_1=1$. Without the colons, $\langle Ne^{-N}\rangle=e^{-1}=0.368$, so a perfect detector would miss a photon that is certainly there. For two photons and an inadmissible $\eta=1.5$, (14) gives $P_1=2(1.5)(1-1.5)=-1.5$. Such a value of $\eta$ can arise when weak-absorption probabilities are added without depletion.

Formula (12) was also tested on a randomly chosen entangled state of two time intervals, with up to three photons in each and $\eta=0.6$. Counts obtained from unitary transfer of photons into absorbers agree with the normally ordered moments to within $10^{-15}$ in probability.

## 2. Coherent light, thermal light and the length of the window

The operator $b(t)$ annihilates a photon arriving at time $t$, and $N=\int_0^Tb^\dagger b\,dt$ is the photon number in the window. The efficiency is $\eta\le1$, $\Omega=\eta N$, and $m=\langle\Omega\rangle$ is the mean count. The first half gives the generating function $Q(s)=\sum_nP_n(1-s)^n=\langle:e^{-s\Omega}:\rangle$ in (11), Mandel's formula (12), and the identity $:e^{-s\eta N}:=(1-s\eta)^N$ in (13). From (10) with $k=2$, the variance of the counts is

$$\mathrm{Var}\,n=\langle n(n-1)\rangle+\langle n\rangle-\langle n\rangle^2=\langle:\Omega^2:\rangle+m-m^2 . \tag{15}$$

Starting from absorption by atoms, and with depletion of the beam included through the efficiency $\eta$, this part has derived Mandel's formula for the count distribution and the variance of the counts. It remains to apply these results to coherent and thermal light and to find how the thermal counts depend on the length of the window.
